# Why a Rollett Factor Above One Does Not Guarantee Stability: a numerical check

```python
"""Result under test: a two-port is unconditionally stable iff K > 1 AND |D| < 1.
K = (1-|S11|^2-|S22|^2+|D|^2)/(2|S12 S21|), D = S11 S22 - S12 S21.
Counterexample to 'K > 1 suffices': S11=S22=0, S21=4, S12=0.5 (K=1.25, |D|=2).
Gamma_L, Gamma_s: load and source reflection coefficients, passive if modulus <= 1.
Model: bidirectional amplifier with path delays, a forward filter and saturation.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import lambertw

rng = np.random.default_rng(7)
Z0 = 50.0


def rollett(s11, s22, product):
    """Return K and |D|; product = S12*S21."""
    det = s11 * s22 - product
    k = (1 - abs(s11)**2 - abs(s22)**2 + abs(det)**2) / (2 * abs(product))
    return k, abs(det)


def reflection(s_near, s_far, product, gamma):
    return s_near + product * gamma / (1 - s_far * gamma)


def solved_reflection(S, gamma_load):
    """Input reflection from the wave equations b = S a, a2 = gamma_load*b2."""
    b = np.linalg.solve(np.eye(2) - S @ np.diag([0, gamma_load]), S[:, 0])
    return b[0]


def resistance(gamma):
    return Z0 * (1 + gamma) / (1 - gamma)


# ---- General theorem against a direct scan of terminations ----
n = 4000
mod = rng.uniform(0, 1.3, (2, n))
s11, s22 = mod * np.exp(2j * np.pi * rng.random((2, n)))
prod = np.exp(rng.uniform(np.log(0.05), np.log(5), n)
              + 2j * np.pi * rng.random(n))
K, absD = rollett(s11, s22, prod)
# Borderline matrices are left out because the scan has finite angular spacing.
keep = (abs(K - 1) > 0.03) & np.all(abs(mod - 1) > 0.1, axis=0)
s11, s22, prod, K, absD = (v[keep] for v in (s11, s22, prod, K, absD))
edge = np.exp(2j * np.pi * np.arange(720) / 720)
gin = abs(reflection(s11[:, None], s22[:, None], prod[:, None], edge))
gout = abs(reflection(s22[:, None], s11[:, None], prod[:, None], edge))
largest = np.max([gin.max(1), gout.max(1), abs(s11), abs(s22)], axis=0)
scan_stable = largest < 1
assert np.array_equal(scan_stable, (K > 1) & (absD < 1))
false_safe = (K > 1) & (absD > 1) & (abs(s11) < 1) & (abs(s22) < 1)
assert scan_stable.sum() > 50 and false_safe.sum() > 50
assert np.all(gin[false_safe].min(1) > 1)   # every lossless load destabilizes

# Image circle, its algebraic identity, and equivalence of the two ports
inside = abs(s22) < 1
a, c, p = s11[inside], s22[inside], prod[inside]
D = a * c - p
d = 1 - abs(c)**2
centre, radius = (a - D * c.conj()) / d, abs(p) / d
image = reflection(a[:, None], c[:, None], p[:, None], edge)
assert np.allclose(abs(image - centre[:, None]), radius[:, None], rtol=1e-9)
assert np.allclose(abs(a - D * c.conj())**2,
                   abs(p)**2 + d * (abs(a)**2 - abs(D)**2), atol=1e-10)
assert np.array_equal(rollett(a, c, p)[0] > 1, abs(centre) < abs(1 - radius))
load = 0.7 * np.exp(1j)
source = 1 / reflection(a, c, p, load)
assert np.allclose(reflection(c, a, p, source) * load, 1, atol=1e-8)

# At |D| = 1 the factor K can never exceed one
unit_det = np.exp(2j * np.pi * rng.random(len(s11)))
K_edge, _ = rollett(s11, s22, s11 * s22 - unit_det)
assert np.all(K_edge <= 1 + 1e-10)

# ---- Counterexample at the carrier frequency ----
carrier, path_delay = 2.0e9, 1.0e-9
phase = np.exp(-2j * np.pi * carrier * path_delay)
gain_f, gain_r = 4.0, 0.5
S = np.array([[0, gain_r * phase], [gain_f * phase, 0]])
K0, D0 = rollett(S[0, 0], S[1, 1], S[0, 1] * S[1, 0])
assert abs(K0 - 1.25) < 1e-12 and abs(abs(np.linalg.det(S)) - 2) < 1e-12
gL = gS = 0.8
g_in = solved_reflection(S, gL)
assert abs(g_in - reflection(0, 0, S[0, 1] * S[1, 0], gL)) < 1e-12
assert abs(g_in) > 1 and abs(g_in.imag) < 1e-10
g_in = g_in.real
threshold = brentq(lambda x: abs(solved_reflection(S, x)) - 1, 0.01, 0.99)
assert abs(threshold - 0.5) < 1e-9
g_marginal = 1 / g_in
closed = np.eye(2) - S @ np.diag([g_marginal, gL])
assert abs(np.linalg.det(closed)) < 1e-10

# Same K from impedance parameters, with a negative open-circuit resistance
Z = Z0 * np.linalg.solve(np.eye(2) - S, np.eye(2) + S)
zz = Z[0, 1] * Z[1, 0]
K_z = (2 * Z[0, 0].real * Z[1, 1].real - zz.real) / abs(zz)
assert abs(K_z - K0) < 1e-10 and Z[0, 0].real < 0

# Stable twin: product 1/2 instead of 2, same K
twin_r = 0.125
S_twin = np.array([[0, twin_r * phase], [gain_f * phase, 0]])
K_t, D_t = rollett(0, 0, S_twin[0, 1] * S_twin[1, 0])
twin_max = max(abs(solved_reflection(S_twin, x)) for x in edge)
assert abs(K_t - K0) < 1e-12 and D_t < 1 and twin_max < 1

# ---- Time domain: envelope with delay and one-pole forward filter ----
T = 2 * path_delay
half_band = 200e6
w = 2 * np.pi * half_band
P_sat = 10.0


def simulate(loop, trips, start, saturating=False, steps=200):
    """Integrate y' = w*(loop*out(t-T)-y); out is y, limited if saturating."""
    h = w * T / steps / 2
    out = list(start * rng.uniform(0.5, 1.5, steps + 1))
    y = out[-1]
    for k in range(steps, steps * (trips + 1)):
        drive = loop * (out[k - steps] + out[k + 1 - steps])
        y = ((1 - h) * y + h * drive) / (1 + h)
        out.append(y / np.sqrt(1 + y * y / P_sat) if saturating else y)
    return np.array(out)


def simulated_rate(loop):
    out = simulate(loop, 60, 1e-6)
    return np.log(out[-1] / out[-1 - 20 * 200]) / (20 * T)


def mode_rate(loop):
    return lambertw(loop * w * T * np.exp(w * T)).real / T - w


loop = gain_f * gain_r * gL * gS
loop_weak = gain_f * gain_r * 0.3 * gS
loop_twin = gain_f * twin_r
rates = []
for value in (loop, loop_weak, loop_twin):
    measured, predicted = simulated_rate(value), mode_rate(value)
    assert abs(measured / predicted - 1) < 1e-3
    assert (measured > 0) == (value > 1)
    rates.append(measured)
rate_no_filter = np.log(loop) / T

final = simulate(loop, 150, 1e-3, saturating=True)[-1]
P_wave = final**2
assert abs(P_wave / (P_sat * (1 - 1 / loop**2)) - 1) < 1e-3
P_load = P_wave * (1 - gL**2)
P_source = P_wave * (gL * gain_r)**2 * (1 - gS**2)
margin_dB = 20 * np.log10(loop)

# K across the band: it touches one where |D| passes through one
offset = np.linspace(0, 800e6, 80001)
K_band, D_band = rollett(0, 0, gain_f * gain_r / (1 + 1j * offset / half_band))
i_min = np.argmin(K_band)
assert abs(K_band[i_min] - 1) < 1e-6 and abs(D_band[i_min] - 1) < 1e-3
assert abs(offset[i_min] / (np.sqrt(3) * half_band) - 1) < 1e-3

# ---- Neglected effects: circulator leakage, port reflection, heating ----
leak = refl = 10 ** (-25 / 20)


def leaky(l1, l2):
    """S11, S22, S12*S21 with leakages l1 (input side), l2 (output side)."""
    f = 1 / (1 - gain_f * gain_r * l1 * l2)
    return (gain_f * gain_r * l2 * f, gain_f * gain_r * l1 * f,
            gain_f * gain_r * f**2)


l1, l2 = leak * np.exp(0.4j), leak * np.exp(2.1j)
# unknowns: amplifier input u and attenuator output v; columns: drive at ports 1, 2
flow = np.array([[1, -l1], [-gain_r * l2 * gain_f, 1]])
u, v = np.linalg.solve(flow, np.array([[1, 0], [0, gain_r]], complex))
assert np.allclose(leaky(l1, l2), (v[0], gain_f * u[1], v[1] * gain_f * u[0]))
ph = np.exp(2j * np.pi * np.arange(16) / 16)
A, B, C, E = np.meshgrid(ph, ph, ph, ph, indexing="ij")
r11, r22, rp = leaky(leak * A, leak * B)
r11, r22 = r11 + refl * C, r22 + refl * E
K_r, D_r = rollett(r11, r22, rp)
gin_r = abs(reflection(r11, r22, rp, gL))
assert K_r.min() > 1 and D_r.min() > 1 and gin_r.min() > 1
heat_coeff, heating = 0.02, 80.0
heat_drop = heat_coeff * heating
loop_hot = loop * 10 ** (-heat_drop / 20)
assert loop_hot > 1

print(f"Random matrices compared with scan: {len(K)}")
print(f"  unconditionally stable: {scan_stable.sum()}")
print(f"  K>1, |D|>1, |S11|,|S22|<1: {false_safe.sum()}")
print(f"Reference impedance: {Z0:.0f} ohm; carrier: {carrier/1e9:.1f} GHz")
print(f"S21 = {gain_f:.3f} ({20*np.log10(gain_f):.2f} dB)")
print(f"S12 = {gain_r:.3f} ({20*np.log10(gain_r):.2f} dB); S11 = S22 = 0")
print(f"K = {K0:.4f}; |D| = {D0:.4f}")
print(f"Load reflection = {gL:.3f}; load = {resistance(gL):.1f} ohm")
print(f"Input reflection = {g_in:.4f}")
print(f"Input resistance = {resistance(g_in):.2f} ohm")
print(f"Threshold load reflection modulus = {threshold:.4f}")
print(f"Threshold resistive load, high side = {resistance(threshold):.1f} ohm")
print(f"Threshold resistive load, low side = {resistance(-threshold):.2f} ohm")
print(f"Marginal source reflection = {g_marginal:.4f}")
print(f"Marginal source resistance = {resistance(g_marginal):.2f} ohm")
print(f"K from impedance parameters = {K_z:.4f}")
print(f"z11 = {Z[0,0].real:.1f} ohm; z22 = {Z[1,1].real:.1f} ohm")
print(f"z12 = {Z[0,1].real:.1f} ohm; z21 = {Z[1,0].real:.1f} ohm")
print(f"Twin: S12 = {twin_r:.3f} ({20*np.log10(twin_r):.2f} dB)")
print(f"Twin: K = {K_t:.4f}; |D| = {D_t:.4f}")
print(f"Twin: largest input reflection modulus = {twin_max:.4f}")
print(f"Path delay = {path_delay*1e9:.1f} ns; round trip = {T*1e9:.1f} ns")
print(f"Filter half-bandwidth = {half_band/1e6:.0f} MHz")
print(f"Source reflection in time test = {gS:.3f}")
print(f"Loop factor g = {loop:.4f}; excess = {margin_dB:.2f} dB")
print(f"Growth rate without filter = {rate_no_filter/1e9:.4f} 1/ns")
print(f"Growth rate from mode equation = {mode_rate(loop)/1e9:.4f} 1/ns")
print(f"Growth rate simulated = {rates[0]/1e9:.4f} 1/ns")
print(f"Amplitude e-folding time = {1e-9/rates[0]*1e18:.2f} ns")
print(f"Load reflection 0.3: g = {loop_weak:.3f}, rate = {rates[1]/1e9:.4f} 1/ns")
print(f"Twin, full reflection: g = {loop_twin:.3f}, rate = {rates[2]/1e9:.4f} 1/ns")
print(f"Saturated power parameter = {P_sat:.1f} W")
print(f"Final forward wave power = {P_wave:.3f} W")
print(f"Power absorbed by load = {P_load:.3f} W")
print(f"Power absorbed by source resistor = {P_source:.3f} W")
print(f"Lowest K in band = {K_band[i_min]:.4f}")
print(f"  at offset {offset[i_min]/1e6:.1f} MHz, |D| = {D_band[i_min]:.4f}")
print(f"Circulator leakage = port reflection = {leak:.4f} (25 dB)")
print(f"  largest |S11| = {abs(r11).max():.3f}")
print(f"  K range = {K_r.min():.3f} to {K_r.max():.3f}")
print(f"  |D| range = {D_r.min():.3f} to {D_r.max():.3f}")
print(f"  |input reflection| = {gin_r.min():.3f} to {gin_r.max():.3f}")
print(f"Heating {heating:.0f} K at {heat_coeff:.2f} dB/K: drop {heat_drop:.2f} dB")
print(f"  loop factor after heating = {loop_hot:.4f}")
print("OK")
```

Output:

```
Random matrices compared with scan: 2727
  unconditionally stable: 702
  K>1, |D|>1, |S11|,|S22|<1: 465
Reference impedance: 50 ohm; carrier: 2.0 GHz
S21 = 4.000 (12.04 dB)
S12 = 0.500 (-6.02 dB); S11 = S22 = 0
K = 1.2500; |D| = 2.0000
Load reflection = 0.800; load = 450.0 ohm
Input reflection = 1.6000
Input resistance = -216.67 ohm
Threshold load reflection modulus = 0.5000
Threshold resistive load, high side = 150.0 ohm
Threshold resistive load, low side = 16.67 ohm
Marginal source reflection = 0.6250
Marginal source resistance = 216.67 ohm
K from impedance parameters = 1.2500
z11 = -150.0 ohm; z22 = -150.0 ohm
z12 = -50.0 ohm; z21 = -400.0 ohm
Twin: S12 = 0.125 (-18.06 dB)
Twin: K = 1.2500; |D| = 0.5000
Twin: largest input reflection modulus = 0.5000
Path delay = 1.0 ns; round trip = 2.0 ns
Filter half-bandwidth = 200 MHz
Source reflection in time test = 0.800
Loop factor g = 1.2800; excess = 2.14 dB
Growth rate without filter = 0.1234 1/ns
Growth rate from mode equation = 0.0892 1/ns
Growth rate simulated = 0.0892 1/ns
Amplitude e-folding time = 11.22 ns
Load reflection 0.3: g = 0.480, rate = -0.2541 1/ns
Twin, full reflection: g = 0.500, rate = -0.2404 1/ns
Saturated power parameter = 10.0 W
Final forward wave power = 3.896 W
Power absorbed by load = 1.403 W
Power absorbed by source resistor = 0.224 W
Lowest K in band = 1.0000
  at offset 346.4 MHz, |D| = 1.0000
Circulator leakage = port reflection = 0.0562 (25 dB)
  largest |S11| = 0.169
  K range = 1.217 to 1.255
  |D| range = 1.978 to 2.022
  |input reflection| = 1.258 to 2.044
Heating 80 K at 0.02 dB/K: drop 1.60 dB
  loop factor after heating = 1.0647
OK
```
